# Why a Reversible Density Guess Stops Energy Drift in Born-Oppenheimer Dynamics

A bond vibrating on a Born-Oppenheimer surface should keep its energy. Suppose that each time step begins its self-consistent-field (SCF) calculation from the density left by the previous step, and stops after two cycles. In the model treated below, the vibration then has 81% of its energy left after 18 periods. With a different mixing parameter and one cycle per step, the energy instead grows by a factor of 4.4 over the same interval. Neither result is random noise: both follow a friction law whose coefficient can be calculated in advance.

The cause is not simply that the forces are inaccurate. A force error can be much larger and yet produce no comparable drift. What matters is whether the error contains a part proportional to velocity, and a guess taken from the past supplies such a part.

## The model and its force

Two ions at \(\pm R/2\) in a periodic one-dimensional cell are represented by Gaussian wells. Two electrons occupy one orbital and repel each other through a Hartree mean field, without exchange or correlation. The density is kept symmetric about the midpoint of the bond, as the converged density is, so antisymmetric density errors are excluded throughout. Hartree atomic units are used. The parameters are model values, with the ionic repulsion scaled to place equilibrium at \(R_0=2\) bohr. The reduced mass is \(M=1000\) electron masses.

Let \(V(x;R)\) be the ionic potential, \(n^*(x;R)\) the self-consistent density, and \(U(R)\) the converged total energy, including the ionic repulsion \(E_{\rm ion}\). A prime means \(d/dR\), and \(\langle a|b\rangle=\int a(x)b(x)\,dx\). For a density \(\rho\), the force used in the dynamics is

\[
F[\rho]=-\langle V'|\rho\rangle-E_{\rm ion}' .
\]

At \(\rho=n^*\) this equals \(-U'\): the energy is stationary in the orbital, and the plane waves do not move with the ions, so there is no Pulay force. If \(\rho=n^*+e\), the force error is

\[
\delta F=-\langle V'|e\rangle . \tag{1}
\]

It is linear in the density error, although the energy error of a variational calculation is quadratic. Small density errors therefore matter first in the forces.

## What an SCF cycle does to an error

Let \(\mathcal F[\rho]\) be the output density obtained from the Hamiltonian built with \(\rho\). One cycle of linear mixing replaces \(\rho\) by \(\rho+\alpha(\mathcal F[\rho]-\rho)\). Near \(n^*\), an input error \(\delta\rho\) changes the Hartree potential by \(u\,\delta\rho\), where \(u\) is the electron repulsion. The output density changes by \(\chi_0u\,\delta\rho\), where \(\chi_0\) is the response of the density to a fixed change of total potential. Hence

\[
\delta\rho\longrightarrow
(1-\alpha+\alpha\chi_0u)\delta\rho
=\Gamma\,\delta\rho,\qquad
\Gamma=1-\alpha\varepsilon,\quad \varepsilon=1-\chi_0u .
\]

After \(m\) cycles the error factor is \(G=\Gamma^m\).

For a gapped ground state \(\chi_0\) is negative, so we may write \(\chi_0=-S^2\) with \(S\) symmetric. The repulsion \(u\) is positive here. The nonzero eigenvalues of \(S^2u\) are those of the symmetric operator \(SuS\), which are positive. The eigenvalues of \(\varepsilon=1+S^2u\) are therefore real and at least 1. This sign argument belongs to the Hartree model; an exchange-correlation kernel can alter it.

## The previous density produces friction

Let \(k\) number the time steps, of length \(\delta t\). If the guess is \(\rho_{k-1}=n^*_{k-1}+e_{k-1}\), its error relative to the new target is \(e_{k-1}+n^*_{k-1}-n^*_k\). After \(m\) cycles,

\[
e_k=G\left(e_{k-1}+n^*_{k-1}-n^*_k\right). \tag{2}
\]

For slow motion with velocity \(v\), the target moves by \(n^*_k-n^*_{k-1}\simeq \delta t\,v\,n^{*\prime}\). If the SCF contracts, so that every eigenvalue of \(G\) has magnitude below 1, start-up errors die out. To leading order we may then set \(e_k=e_{k-1}=e\):

\[
(1-G)e=-\delta t\,v\,Gn^{*\prime},
\qquad
e=-\delta t\,v\,G(1-G)^{-1}n^{*\prime}. \tag{3}
\]

When the eigenvalues of \(G\) are positive, the density lags behind the ions. Substitution in (1) gives

\[
\delta F=-\gamma v,\qquad
\gamma=-\delta t\,\langle V'|G(1-G)^{-1}|n^{*\prime}\rangle . \tag{4}
\]

The minus sign does not by itself settle whether \(\gamma\) is positive. For that we need \(n^{*\prime}\). Moving the ions changes the total potential by \(V'+un^{*\prime}\), so

\[
n^{*\prime}=\chi_0(V'+un^{*\prime})
\quad\Rightarrow\quad
n^{*\prime}=\varepsilon^{-1}\chi_0V'=-\varepsilon^{-1}S^2V'.
\]

Because \((S^2u)^jS^2=S(SuS)^jS\) for every power \(j\), a function of \(\varepsilon\) standing before \(S^2\) can be moved between the two factors \(S\), where it becomes the same function of \(\tilde\varepsilon=1+SuS\). With \(\tilde G=(1-\alpha\tilde\varepsilon)^m\),

\[
\gamma=\delta t\,
\langle SV'|\tilde G(1-\tilde G)^{-1}\tilde\varepsilon^{-1}|SV'\rangle . \tag{5}
\]

All operators between the brackets are now functions of one symmetric operator. If all eigenvalues \(g\) of \(G\) lie between 0 and 1, each mode contributes positively and the motion is damped. If they lie between \(-1\) and 0, each contribution is negative and the motion is heated. Plain iteration, \(\alpha=1\), has \(\Gamma=\chi_0u\), with no positive eigenvalues: provided the iteration converges, odd \(m\) heats and even \(m\) cools. Loose convergence thus does not have a universal sign of drift.

For a small vibration with force constant \(K=U''(R_0)\) and displacement \(x=R-R_0\), the equation of motion is \(M\ddot x=-Kx-\gamma\dot x\). Multiplying by \(\dot x\) gives

\[
\frac{dE}{dt}=-\gamma v^2,\qquad E=\tfrac12Mv^2+\tfrac12Kx^2 .
\]

Over a weakly damped period, the kinetic energy averages to \(E/2\), so \(\langle v^2\rangle=E/M\). Therefore

\[
\frac{d\ln E}{dt}=-\frac{\gamma}{M}. \tag{6}
\]

## Where reversibility is lost

The nuclei are propagated by the Verlet rule

\[
R_{k+1}-2R_k+R_{k-1}=\frac{\delta t^2}{M}F_k ,
\]

which is unchanged when \(k+1\) and \(k-1\) are exchanged, provided that \(F_k\) is unchanged too. Write the truncated SCF as \(\rho=\mathcal S(R,\text{guess})\). The usual procedure is

\[
\rho_k=\mathcal S(R_k,\rho_{k-1}).
\]

Run the same sequence backwards, and this rule would require \(\rho_k=\mathcal S(R_k,\rho_{k+1})\). The two requirements differ unless the SCF result has become independent of its guess, as it does at full convergence. Loose convergence lets the past enter the force, and the guess determines that it is the past rather than a symmetric combination of past and future.

The link with friction is direct. Suppose the effective force is a function \(f(x,v)\). Reversing a trajectory leaves positions and accelerations unchanged but changes the sign of \(v\). A reversible law must therefore satisfy \(f(x,-v)=f(x,v)\), which excludes \(-\gamma v\).

A better extrapolation need not be reversible. Take the guess \(2\rho_{k-1}-\rho_{k-2}\), and let the displacement vary as \(x_k\propto z^k\), where \(z=e^{i\theta}\) and \(\theta\) is the phase advance per step. With \(q=1-z^{-1}\), the guess multiplies the current density by

\[
2z^{-1}-z^{-2}=1-(1-z^{-1})^2=1-q^2 .
\]

The error, with \(n^{*\prime}x\) as the moving part of the target, obeys

\[
e=G\left[(1-q^2)(e+n^{*\prime}x)-n^{*\prime}x\right],
\]

\[
\left[1-G(1-q^2)\right]e=-Gq^2n^{*\prime}x .
\]

For small \(\theta\), \(q=i\theta+\theta^2/2+\cdots\), so \(q^2=-\theta^2+i\theta^3+\cdots\). Keeping the leading real and imaginary parts gives

\[
e\simeq G(1-G)^{-1}(\theta^2-i\theta^3)n^{*\prime}x .
\]

Since \(v=i\omega x\) and \(\theta\simeq\omega\delta t\), the second term is \(-\theta^2\delta t\,v\,G(1-G)^{-1}n^{*\prime}\). Comparison with (3) shows that the friction is multiplied by \(\theta^2\): it is much smaller, but still present. This holds only if start-up errors die out, which is now a stricter condition. At fixed nuclei \(e_k=g(2e_{k-1}-e_{k-2})\), and the solutions \(e_k\propto\lambda^k\) obey \(\lambda^2-2g\lambda+g=0\). Both roots lie inside the unit circle only for \(-1/3<g<1\), so linear extrapolation can diverge where the simple guess does not.

## Giving the guess its own reversible motion

Niklasson's extended Lagrangian introduces an auxiliary density \(n(x,t)\), held near the electronic ground state by a harmonic force:

\[
\mathcal L=\tfrac12M\dot R^2-U(R)
+\tfrac12\mu\langle\dot n|\dot n\rangle
-\tfrac12\mu\omega_a^2\langle n^*-n|n^*-n\rangle .
\]

Here \(\mu\) is a fictitious mass parameter and \(\omega_a\) the auxiliary frequency. Varying \(R\) and \(n\) gives

\[
M\ddot R=-U'-\mu\omega_a^2\langle n^*-n|n^{*\prime}\rangle,
\qquad
\mu\ddot n=\mu\omega_a^2(n^*-n).
\]

The second equation can be divided by \(\mu\). Then let \(\mu\to0\) at fixed \(\omega_a\), with \(n^*-n\) bounded:

\[
M\ddot R=-U',\qquad \ddot n=\omega_a^2(n^*-n).
\]

The auxiliary density follows the ground state without acting back on the nuclei. In practice \(n^*\) is replaced by the SCF output \(\rho_k=\mathcal S(R_k,n_k)\), and Verlet integration gives

\[
n_{k+1}=2n_k-n_{k-1}+\kappa(\rho_k-n_k),
\qquad \kappa=\omega_a^2\delta t^2 . \tag{7}
\]

This replacement deserves care. The Lagrangian derivation used a converged ground state. With loose SCF, \(\rho\) depends on \(n\), and varying a Lagrangian containing that dependence would produce additional terms. Equation (7) omits them, so the derivation no longer guarantees an exactly conserved energy. Reversibility does survive: \(\rho_k\) and \(F_k\) depend on \(R_k\) and \(n_k\) alone, and both Verlet equations are unchanged on exchanging \(k+1\) and \(k-1\).

The harmonic response shows what this achieves. Let \(d=n-n^*\) be the error of the guess. The SCF output is \(\rho=n^*+Gd\), hence \(\rho-n=-(1-G)d\). For \(z=e^{i\theta}\), the second difference multiplies \(n\) by

\[
z-2+z^{-1}=2\cos\theta-2=-w .
\]

With \(n=n^{*\prime}x+d\) for the moving part, (7) becomes

\[
-w(n^{*\prime}x+d)=-\kappa(1-G)d ,
\]

\[
d=w[\kappa(1-G)-w]^{-1}n^{*\prime}x,\qquad e=Gd. \tag{8}
\]

No factor of \(i\) appears. The density error is in phase with the displacement, and the force error is \(ax\), with

\[
a=-\langle V'|Gw[\kappa(1-G)-w]^{-1}|n^{*\prime}\rangle .
\]

Its power is \(axv=d(ax^2/2)/dt\), which averages to zero over a period. The error changes the force constant from \(K\) to \(K-a\), and so shifts the frequency slightly, but it does not drain the vibration. Since \(w\simeq\theta^2\), it is also second order in the time step, whereas (3) is first order.

## Reading the vibration

The model has \(K=1.497\) hartree/bohr² and a period of \(T=162.4\) atomic units of time, or 3.93 fs. With 80 steps per period, \(\delta t=2.030\) and \(\theta^2=(2\pi/80)^2=0.00617\). The initial displacement is 0.020 bohr. Energies are evaluated on the fully converged surface, so the drift is that of the true vibrational energy.

For \(\alpha=0.5\), the largest dielectric eigenvalue for symmetric densities, 1.5627, gives \(\Gamma=1-0.5(1.5627)=0.2187\). The modes with \(\varepsilon=1\) have \(\Gamma=0.5\). As an estimate, assign the whole density response to the first mode. The electronic softening is \(-\langle V'|n^{*\prime}\rangle=0.6945\) hartree/bohr². For two cycles, \(g=0.2187^2=0.0478\), and

\[
\gamma\approx2.030\times0.6945\times
\frac{0.0478}{1-0.0478}=0.0708 .
\]

The full operator formula (4) gives 0.0711, as does the velocity component of the actual force error. The predicted change of \(\ln E\) per period is

\[
-\frac{\gamma T}{M}=-\frac{0.0711\times162.4}{1000}=-0.0115,
\]

in agreement with the trajectory. Over 18 periods this leaves \(e^{-18\times0.0115}=0.81\) of the energy, the loss met at the outset.

| Previous-density guess | Change of \(\ln E\) per period |
|---|---:|
| \(\alpha=0.5,\ m=2\) | \(-1.15\times10^{-2}\) |
| \(\alpha=0.5,\ m=3\) | \(-2.44\times10^{-3}\) |
| \(\alpha=0.5,\ m=6\) | \(-2.74\times10^{-5}\) |
| \(\alpha=1,\ m=1\) | \(+8.25\times10^{-2}\) |
| \(\alpha=1,\ m=2\) | \(-1.06\times10^{-1}\) |

Each drift agrees with (4) and (6) to better than 1%. The last two rows show the predicted reversal of sign. They rely on the imposed symmetry: antisymmetric density errors have a dielectric eigenvalue of about 2.9, so if they were admitted, plain iteration would multiply them by about \(-1.9\) per cycle and diverge. With \(\alpha=1\), the leading mode has \(\Gamma=-0.563\). One cycle gives \(g/(1-g)=-0.36\), hence heating; two cycles give \(g=0.317\) and \(g/(1-g)=0.46\), hence cooling. The second cycle shrinks the density error left from a given guess, yet here the magnitude of the drift increases. The denominator explains why: errors of alternating sign partly cancel from step to step, while errors of one sign accumulate.

Halving the time step at \(\alpha=0.5\), \(m=2\) halves the drift per period, as \(\gamma\propto\delta t\) requires. It also doubles the number of steps. A third cycle at the original step costs less, 1.5 times as many cycles, and reduces the drift by a factor of 4.7. Linear extrapolation with two cycles lowers it to \(-7.1\times10^{-5}\) per period; the ratio to the simple guess is 0.0062, equal to \(\theta^2\) at this precision.

The extended scheme was run with \(\alpha=0.5\), one cycle per step and \(\kappa=2\), for 60 periods. The fitted slope of \(\ln E\) is \(-1.6\times10^{-8}\) per period, which is not a resolved drift: separate fits to the two halves of the run give slopes of order \(-10^{-7}\), several times larger in size and sensitive to where the split falls, whereas a steady drift would give the same slope in each half and in the whole. The in-phase force error is \(a=6.03\times10^{-4}\) hartree/bohr², as (8) predicts, or about \(4.0\times10^{-4}\) of \(K\).

The comparison that separates accuracy from reversibility is with the six-cycle conventional run. Relative to the true rms force, its rms force error is \(4.4\times10^{-6}\); that of the one-cycle extended run is \(6.4\times10^{-4}\), about 150 times larger. Yet the conventional run has a clear drift, \(-2.7\times10^{-5}\) per period, while the extended run has none that the fit can resolve. The small error of the conventional run does work of the same sign in every period, while the larger error does not.

Reversing the motion gives a second check. After five periods, past and future are exchanged and the same number of steps is run. The extended trajectory returns to its starting position within \(2\times10^{-14}\) bohr. The conventional two-cycle trajectory misses it by \(1.1\times10^{-3}\) bohr. Friction explains the size of that miss: amplitude varies as \(\sqrt E\), so ten periods of damping remove \(0.020(1-e^{-10\times0.0115/2})=1.1\times10^{-3}\) bohr.

## The price: errors that do not decay

The auxiliary density has free oscillations as well as the driven response (8). For a mode with SCF factor \(g\) at fixed nuclei, (7) gives

\[
d_{k+1}-2d_k+d_{k-1}=-s\,d_k,\qquad s=\kappa(1-g).
\]

Setting \(d_k\propto\lambda^k\) yields \(\lambda+\lambda^{-1}=2-s\). For \(0<s<4\) the right side lies between \(-2\) and 2, so \(|\lambda|=1\): the mode neither grows nor decays. For \(s<0\) or \(s>4\) one root has magnitude above 1. At \(\kappa=2\), the condition becomes \(-1<g<1\), the same as for convergence of the SCF itself.

For one cycle with \(\alpha=0.5\), \(1-g=\alpha\varepsilon\), and the limit for symmetric densities is \(\kappa=4/(0.5\times1.563)=5.12\). If antisymmetric errors were admitted, their larger eigenvalue would lower it to about 2.7, still above the value 2 used here. In the test at 0.9 of the symmetric limit 5.12, a small disturbance oscillates without growing steadily: over the last five of 20 steps its largest size is about three times the initial one. At 1.1 of the limit it has grown by a factor of \(5\times10^5\) after 20 steps.

These undamped modes also account for the rest of the extended run's force error. The run starts with \(n=n^*\), not with the offset required by (8), so a free oscillation must cancel that offset at first. Two equal starting densities imply \(d_k\propto\cos[(k+\tfrac12)\phi]\), where \(2-2\cos\phi=s\). Its amplitude is the initial offset divided by \(\cos(\phi/2)=\sqrt{1-s/4}\). In the leading mode \(s=2(1-0.219)=1.56\), which gives a factor of 1.28 and a relative force error of about \(1.28\times4.03\times10^{-4}=5.2\times10^{-4}\). Added in quadrature to the in-phase part, it gives \(6.5\times10^{-4}\), close to the observed \(6.4\times10^{-4}\).

Numerical noise put into these modes likewise has no linear mechanism of decay. A damping term proportional to \(n_k-n_{k-1}\) would supply one, but exchanging past and future turns it into a different term, so exact reversibility would be lost.

The same criterion applies to the rest of a plane-wave calculation. The model diagonalizes its Hamiltonian fully in every cycle. If an iterative eigensolver starts from the previous orbitals and stops early, those orbitals carry the past into the force, even when the density guess is reversible. Mixing history retained between time steps can do the same. A convergence threshold is compatible with reversibility if the number of cycles is determined by \(R_k\) and \(n_k\) alone, though the force may then jump where that number changes, and the fixed-\(m\) formulas no longer apply.

Reversibility rules out a friction law; it does not make every force accurate or every long trajectory stable. The formulas here concern small vibrations in a gapped mean-field model. Where the gap closes, \(\chi_0\) can become large, SCF factors can leave the stable interval, and the smooth response on which (3) and (8) rest can fail. The numerical output lists the main results of the runs.

## Calculated quantities

```
Inputs: cell 10.0 bohr, cutoff 19.74 hartree, 21 plane waves
Well depth 1.50 hartree, well width 0.80 bohr
Electron repulsion 1.00 hartree, range 0.50 bohr
Ionic repulsion at equilibrium 0.17772 hartree, decay length 0.30 bohr
Equilibrium length 2.00 bohr, start displacement 0.020 bohr
Reduced mass 1000 electron masses
Force constant 1.49669 hartree/bohr^2
Electronic softening -<V'|n'> 0.69450 hartree/bohr^2
Period 162.41 a.u. of time = 3.929 fs
Time step 2.0301 a.u. of time, 80 steps per period
Initial vibrational energy 2.9060e-04 hartree
Largest dielectric eigenvalue 1.5627 (dimensionless)
SCF error factor per cycle, mixing 0.5: 0.2187 to 0.5000
Previous-output guess; drift = change of ln(energy) per period
m=2 mixing=0.5: drift -1.15437e-02, predicted -1.15478e-02
   friction 7.10748e-02 a.u., predicted 7.11027e-02 a.u.; energy kept 0.8123
m=3 mixing=0.5: drift -2.44136e-03, predicted -2.44197e-03
   friction 1.50323e-02 a.u., predicted 1.50358e-02 a.u.; energy kept 0.9570
m=6 mixing=0.5: drift -2.74108e-05, predicted -2.75218e-05
   friction 1.69444e-04 a.u., predicted 1.69459e-04 a.u.; energy kept 0.9995
m=1 mixing=1.0: drift 8.24654e-02, predicted 8.23873e-02
   friction -5.07907e-01 a.u., predicted -5.07279e-01 a.u.; energy kept 4.4151
m=2 mixing=1.0: drift -1.05703e-01, predicted -1.05990e-01
   friction 6.50778e-01 a.u., predicted 6.52608e-01 a.u.; energy kept 0.1490
Half time step, m=2: drift -5.77290e-03 per period, ratio 0.5001
Linear extrapolation, m=2: drift -7.12499e-05 per period
   ratio to previous-output guess 0.00617, predicted theta^2 0.00617
Extended Lagrangian, m=1, kappa=2.0, 60 periods:
   drift -1.633e-08 per period, energy kept 1.0000001
   friction -2.257e-08 a.u.
   in-phase force error 6.02533e-04, predicted 6.03034e-04 hartree/bohr^2
Relative rms force error: previous-output m=6 4.3793e-06, extended m=1 6.4168e-04
Return error after reversal at 5 periods, previous m=2: 1.138e-03 bohr
Return error after reversal at 5 periods, extended m=1: 1.776e-14 bohr
Stability limit of kappa for m=1: 5.1195 (dimensionless)
Disturbance after 20 steps, relative to its start:
   at 0.9 of the limit 3.051, at 1.1 of the limit 5.494e+05
```
